# Sancho-Rubio decimation for a lead surface Green function: verification in Python

```python
# RESULT UNDER TEST
# Decimation of a half-infinite lead doubles the number of layers per step.
# For a chain (hopping t, site energy e0) at z = E + i*eta inside the band,
# the number of steps until the effective hopping is below delta is
#     n = ceil(log2((v/eta) * ln(v/delta))),   v = |dE/dk|, k per site,
# so n grows by one whenever eta is halved.
# Symbols: g surface Green function (1/eV); H00 layer block; H01 coupling to
# the next layer inward; theta: (z-e0) = 2 t cosh(theta), Re theta = kappa > 0;
# lam = exp(-theta) = t*g.  Energies in eV, lengths in angstrom.
import numpy as np
from scipy import constants as const
from scipy.linalg import eig

EPS = np.finfo(float).eps


def decimate(z, H00, H01, delta, max_steps=200):
    """Return surface Green function, number of steps, effective coupling."""
    one = np.eye(len(H00))
    surface = H00.astype(complex)
    bulk = H00.astype(complex)
    a = H01.astype(complex)
    b = H01.conj().T.astype(complex)
    steps = 0
    while max(abs(a).max(), abs(b).max()) > delta and steps < max_steps:
        G = np.linalg.inv(z * one - bulk)
        aGb, bGa = a @ G @ b, b @ G @ a
        surface = surface + aGb
        bulk = bulk + aGb + bGa
        a, b = a @ G @ a, b @ G @ b
        steps += 1
    return np.linalg.inv(z * one - surface), steps, a


# ---------- lead parameters (rough values of a GaAs strip) ----------
mass, step, width = 0.07, 5.0, 100.0       # electron masses, angstrom
delta = 1e-10                              # stopping threshold, eV
energy = 0.1                               # above lowest subband, eV
hb2_2m = const.hbar**2 / (2 * mass * const.m_e) / const.e * 1e20  # eV A^2
t_abs = hb2_2m / step**2
t, e0 = -t_abs, 2 * t_abs                  # band runs from 0 to 4|t|
H00c, H01c = np.array([[e0]]), np.array([[t]])


def chain_decimate(E, eta, tol=delta, max_steps=200):
    g, n, a = decimate(E + 1j * eta, H00c, H01c, tol, max_steps)
    return g[0, 0], n, a[0, 0]


def chain_exact(E, eta):
    x = complex(E - e0, eta)
    root = np.sqrt(x - 2 * t_abs) * np.sqrt(x + 2 * t_abs)
    return (x - root) / (2 * t**2)


def theta_of(E, eta):
    return np.arccosh(complex(E - e0, eta) / (2 * t))


def steps_bound(E, eta):
    th = theta_of(E, eta)
    s = abs(2 * t * np.sinh(th))
    return int(np.ceil(np.log2(np.arcsinh(s / (2 * delta)) / th.real)))


def velocity(E):
    return 2 * t_abs * np.sin(np.arccos((E - e0) / (2 * t)))


def steps_law(E, eta):
    v = velocity(E)
    return int(np.ceil(np.log2(v / eta * np.log(v / delta))))


v = velocity(energy)
dE = 1e-4                                   # velocity from the dispersion
k_of = lambda E: np.arccos((E - e0) / (2 * t))
v_fd = 2 * dE / abs(k_of(energy + dE) - k_of(energy - dE))
assert abs(v_fd / v - 1) < 1e-5
print(f"mass {mass} m_e, grid step {step} A, strip width {width} A")
print(f"hopping size |t| = {t_abs:.5f} eV, band 0 to {4*t_abs:.4f} eV")
print(f"energy E = {energy} eV, threshold delta = {delta:.0e} eV")
print(f"k = {k_of(energy):.5f} rad per site, v = {v:.5f} eV per rad")
speed = v * step * 1e-10 * const.e / const.hbar
print(f"hbar*velocity = {v*step:.4f} eV A, speed = {speed:.3e} m/s")

# ---------- analytic surface function against standing-wave sum ----------
M = 4000
kk = (np.arange(M) + 0.5) * np.pi / M
zq = energy + 0.05j
g_sum = 2 / M * np.sum(np.sin(kk)**2 / (zq - e0 - 2 * t * np.cos(kk)))
g_an = chain_exact(energy, 0.05)
assert abs(g_sum - g_an) < 1e-10
print(f"g at eta=0.05 eV: analytic {g_an:.8f} 1/eV")
print(f"   standing-wave sum differs by {abs(g_sum-g_an):.1e} 1/eV")

# ---------- effective hopping and truncation error, closed forms ----------
eta = 1e-3
th = theta_of(energy, eta)
lam = np.exp(-th)
g_ref = chain_exact(energy, eta)
for n in range(0, 12):
    N = 2**n
    g_n, _, a_n = chain_decimate(energy, eta, 0.0, n)
    a_formula = t * np.sinh(th) / np.sinh(N * th)
    err_formula = -(lam / t) * lam**(2*N) * (1-lam**2) / (1-lam**(2*N+2))
    assert abs(a_n / a_formula - 1) < 1e-8
    assert abs((g_n - g_ref) / err_formula - 1) < 1e-7
g_n, _, a_n = chain_decimate(energy, eta, 0.0, 13)
est = abs(a_n)**2 / (v * t**2)
assert abs(abs(g_n - g_ref) / est - 1) < 1e-2
print(f"eta=1e-3 eV, 13 steps: effective hopping {abs(a_n):.3e} eV")
print(f"   error of g {abs(g_n-g_ref):.3e}, estimate {est:.3e} 1/eV")

# ---------- step count against eta inside the band ----------
print("in band: eta (eV), steps run, steps law, relative error of g")
for p in range(2, 8):
    eta = 10.0**(-p)
    g, n, _ = chain_decimate(energy, eta)
    ref = chain_exact(energy, eta)
    rel = abs(g / ref - 1)
    assert n == steps_law(energy, eta) and rel < 1e-8
    print(f"   {eta:.0e}  {n:3d}  {n if False else steps_law(energy, eta):3d}"
          f"  {rel:.1e}")
counts = [chain_decimate(energy, 1e-3 / 2**j)[1] for j in range(14)]
assert np.all(np.diff(counts) == 1)
print(f"13 halvings of eta from 1e-3 eV: steps {counts[0]} to {counts[-1]}")

# ---------- band edge and gap ----------
fac = 4**8
for label, E, low, high in (("band interior", energy, 16, 16),
                            ("band edge", 0.0, 7, 8), ("gap", -0.1, 0, 0)):
    n1 = chain_decimate(E, 1e-2)[1]
    n2 = chain_decimate(E, 1e-2 / fac)[1]
    assert n1 == steps_bound(E, 1e-2) and n2 == steps_bound(E, 1e-2 / fac)
    assert low <= n2 - n1 <= high
    print(f"{label}, E={E} eV: eta 1e-2 to {1e-2/fac:.2e} eV, "
          f"steps {n1} to {n2}")
kap_edge = theta_of(0.0, 1e-6).real
assert abs(kap_edge / np.sqrt(1e-6 / (2 * t_abs)) - 1) < 1e-3

# ---------- scan of the band: counts and roundoff amplification ----------
# Roundoff may move a count that sits on an integer boundary, hence the
# allowance of one step for at most one per cent of the energies.
scan = np.linspace(0.05 * t_abs, 3.95 * t_abs, 300)
miss, worst_ratio, worst_err = [], 0.0, 0.0
for E in scan:
    g, n, _ = chain_decimate(E, 1e-5)
    miss.append(n - steps_bound(E, 1e-5))
    thE = theta_of(E, 1e-5)
    amp = sum(1 / abs(np.sinh(2**m * thE)) for m in range(n))
    err = abs(g / chain_exact(E, 1e-5) - 1)
    worst_err = max(worst_err, err)
    worst_ratio = max(worst_ratio, err / (EPS * amp**2))
miss = np.array(miss)
assert abs(miss).max() <= 1 and np.mean(miss != 0) <= 0.01
assert worst_ratio < 10
print(f"scan of {len(scan)} energies, eta=1e-5 eV: counts as predicted at "
      f"{np.sum(miss == 0)}")
print(f"   worst relative error {worst_err:.1e}, "
      f"worst error/roundoff estimate {worst_ratio:.2e}")

# ---------- exact band centre: loss of digits, residual, Newton cure ------
eta_c = 1e-6 * t_abs
xc = 1j * eta_c
g, n, _ = chain_decimate(e0, eta_c)
ref = chain_exact(e0, eta_c)
err_c = abs(g / ref - 1)
F = 1 / (xc - t**2 * g)
ratio = abs(g - F) / abs(g - ref)
assert 1e-7 < err_c < 1e-1
assert abs(ratio / abs(1 - (t * ref)**2) - 1) < 0.05
for _ in range(2):
    F = 1 / (xc - t**2 * g)
    g = g - (g - F) / (1 - t**2 * F**2)
err_newton = abs(g / ref - 1)
assert err_newton < 1e-10
print(f"band centre, eta={eta_c:.3e} eV: relative error {err_c:.1e}, "
      f"estimate {EPS*(t_abs/eta_c)**2:.1e}")
print(f"   residual/error = {ratio:.4f}; after 2 Newton steps "
      f"error {err_newton:.1e}")

# ---------- plain iteration, one layer per step ----------
eta = 1e-3
ref = chain_exact(energy, eta)
x = energy + 1j * eta - e0
g, layers = 1 / x, 1
while abs(g / ref - 1) > 1e-10:
    g = 1 / (x - t**2 * g)
    layers += 1
    assert layers < 100000
n_dec = 0
while abs(chain_decimate(energy, eta, 0.0, n_dec)[0] / ref - 1) > 1e-10:
    n_dec += 1
    assert n_dec < 30
assert 2**(n_dec - 1) < layers <= 2**n_dec
print(f"eta=1e-3 eV, relative error 1e-10: plain iteration {layers} layers, "
      f"decimation {n_dec} steps")

# ---------- bias from finite eta ----------
eta = 1e-6
g, n_main, _ = chain_decimate(energy, eta)
g0 = chain_exact(energy, 0.0)
bias = abs(g - g0) / abs(g0)
assert abs(bias / (eta / v) - 1) < 0.01
print(f"eta=1e-6 eV: g = {g:.8f} 1/eV, relative bias {bias:.3e}, "
      f"eta/v {eta/v:.3e}")

# ---------- three-orbital lead with non-commuting blocks ----------
A00 = np.array([[-0.4, 0.2, 0.1j], [0.2, 0.5, 0.15], [-0.1j, 0.15, 0.2]])
A01 = np.array([[-1.0, 0.2, 0.0], [0.1, -0.9, 0.15], [0.0, -0.1, -1.1]])
I3, Z3, E3 = np.eye(3), np.zeros((3, 3)), 0.3
layers16 = 16
big = np.kron(np.eye(layers16), A00) + np.kron(np.eye(layers16, k=1), A01)
big = big + np.kron(np.eye(layers16, k=-1), A01.conj().T)
z3 = E3 + 0.01j
G11 = np.linalg.inv(z3 * np.eye(3 * layers16) - big)[:3, :3]
diff_finite = abs(G11 - decimate(z3, A00, A01, 0.0, 4)[0]).max()
assert diff_finite < 1e-9


def bloch_surface(z):
    left = np.block([[Z3, I3], [-A01.conj().T, z * I3 - A00]])
    right = np.block([[I3, Z3], [Z3, A01]])
    factors, vectors = eig(left, right)
    keep = abs(factors) < 1
    assert keep.sum() == 3
    phi = vectors[:3, keep]
    transfer = phi @ np.diag(factors[keep]) @ np.linalg.inv(phi)
    g_b = np.linalg.inv(z * I3 - A00 - A01 @ transfer)
    return g_b, -np.log(abs(factors[keep]).max())


g3, n3, _ = decimate(E3 + 1e-4j, A00, A01, delta)
g3b, kap3 = bloch_surface(E3 + 1e-4j)
diff_bloch = abs(g3 - g3b).max()
assert diff_bloch < 1e-8
n3_est = np.log2(np.log(1 / delta) / kap3)
assert abs(n3 - np.ceil(n3_est)) <= 1
n3a = decimate(E3 + 1e-3j, A00, A01, delta)[1]
n3b = decimate(E3 + 1e-3j / 2**10, A00, A01, delta)[1]
assert abs(n3b - n3a - 10) <= 1
print(f"3-orbital lead: 4 steps vs 16 layers differ {diff_finite:.1e} 1/eV")
print(f"   vs Bloch construction {diff_bloch:.1e} 1/eV; slowest kappa "
      f"{kap3:.3e}, steps {n3}")
print(f"   10 halvings of eta from 1e-3 eV: steps {n3a} to {n3b}")

# ---------- size of effects that the one-band lead neglects ----------
decay = v * step / (2 * eta)
print(f"eta=1e-6 eV: {n_main} steps cover {2**n_main*step:.3e} A "
      f"= {2**n_main*step*1e-4:.3e} um")
print(f"   intensity decay length {decay:.3e} A = {decay*1e-4:.1f} um")
gap_rough = 1.4                             # eV, rough
nonpar = (1 - mass)**2 / gap_rough          # Kane nonparabolicity, 1/eV
conf = hb2_2m * (np.pi / width)**2
eps1 = (-1 + np.sqrt(1 + 4 * nonpar * conf)) / (2 * nonpar)
eps_tot = eps1 + energy
kin = eps_tot * (1 + nonpar * eps_tot) - conf
v_ratio = np.sqrt(kin / energy) / (1 + 2 * nonpar * eps_tot)
print(f"nonparabolicity {nonpar:.3f} 1/eV (gap {gap_rough} eV, rough): "
      f"speed changes {100*(v_ratio-1):.1f} %")
v_cont = 2 * np.sqrt(hb2_2m * energy) / step
print(f"grid dispersion: speed changes {100*(v/v_cont-1):.2f} %")
kT = const.k * 300 / const.e
second = 3 * conf
occ = 1 / (1 + np.exp((second - energy) / kT))
print(f"second subband {second:.4f} eV above first; occupation at its "
      f"bottom, 300 K: {occ:.3f}")
window = np.linspace(energy - 4 * kT, energy + 4 * kT, 40)
nw = [chain_decimate(E, eta)[1] for E in window]
print(f"300 K, kT={kT:.5f} eV: E from {window[0]:.4f} to {window[-1]:.4f} eV,"
      f" steps {min(nw)} to {max(nw)}")
mobility = 5000.0                           # cm2/Vs, rough
tau = mobility * 1e-4 * mass * const.m_e / const.e
eta_sc = const.hbar / (2 * tau) / const.e
n_sc = chain_decimate(energy, eta_sc)[1]
print(f"mobility {mobility:.0f} cm2/Vs (rough): scattering time {tau:.2e} s, "
      f"hbar/(2 tau) = {eta_sc:.2e} eV")
print(f"   mean free path {speed*tau*1e9:.0f} nm; steps at that "
      f"broadening {n_sc}")
print("PASS")
```

Running it gives:

```
mass 0.07 m_e, grid step 5.0 A, strip width 100.0 A
hopping size |t| = 2.17713 eV, band 0 to 8.7085 eV
energy E = 0.1 eV, threshold delta = 1e-10 eV
k = 0.21473 rad per site, v = 0.92782 eV per rad
hbar*velocity = 4.6391 eV A, speed = 7.048e+05 m/s
g at eta=0.05 eV: analytic -0.42528662-0.09551522j 1/eV
   standing-wave sum differs by 1.4e-17 1/eV
eta=1e-3 eV, 13 steps: effective hopping 1.358e-04 eV
   error of g 4.186e-09, estimate 4.196e-09 1/eV
in band: eta (eV), steps run, steps law, relative error of g
   1e-02   12   12  3.5e-16
   1e-03   15   15  6.1e-16
   1e-04   18   18  7.7e-15
   1e-05   22   22  8.4e-14
   1e-06   25   25  5.6e-14
   1e-07   28   28  9.7e-14
13 halvings of eta from 1e-3 eV: steps 15 to 28
band interior, E=0.1 eV: eta 1e-2 to 1.53e-07 eV, steps 12 to 28
band edge, E=0.0 eV: eta 1e-2 to 1.53e-07 eV, steps 9 to 17
gap, E=-0.1 eV: eta 1e-2 to 1.53e-07 eV, steps 7 to 7
scan of 300 energies, eta=1e-5 eV: counts as predicted at 300
   worst relative error 2.1e-10, worst error/roundoff estimate 1.85e-01
band centre, eta=2.177e-06 eV: relative error 3.7e-05, estimate 2.2e-04
   residual/error = 2.0000; after 2 Newton steps error 2.2e-16
eta=1e-3 eV, relative error 1e-10: plain iteration 10286 layers, decimation 14 steps
eta=1e-6 eV: g = -0.44877053-0.09787331j 1/eV, relative bias 1.078e-06, eta/v 1.078e-06
3-orbital lead: 4 steps vs 16 layers differ 7.2e-15 1/eV
   vs Bloch construction 2.5e-14 1/eV; slowest kappa 4.752e-05, steps 19
   10 halvings of eta from 1e-3 eV: steps 16 to 26
eta=1e-6 eV: 25 steps cover 1.678e+08 A = 1.678e+04 um
   intensity decay length 2.320e+06 A = 232.0 um
nonparabolicity 0.618 1/eV (gap 1.4 eV, rough): speed changes -10.7 %
grid dispersion: speed changes -0.58 %
second subband 0.1612 eV above first; occupation at its bottom, 300 K: 0.086
300 K, kT=0.02585 eV: E from -0.0034 to 0.2034 eV, steps 10 to 25
mobility 5000 cm2/Vs (rough): scattering time 1.99e-13 s, hbar/(2 tau) = 1.65e-03 eV
   mean free path 140 nm; steps at that broadening 14
PASS
```
